# Radical Decay Length in a Long Cylindrical Hole with Weak Wall Loss: a program that tests the result

```python
# Result under test: radicals in a long cylindrical hole of diameter d, with
# free-molecular flight, diffuse re-emission and small sidewall loss
# probability s per hit, decay as exp(-z/L) with L = d/sqrt(3 s).
# Independent road: the free-flight integral equation for the wall flux,
# which contains no diffusion coefficient. Lengths there are in units of d.
# Wall fluxes are relative to the diffuse flux entering the mouth.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import solve_toeplitz, solve_banded


def beyond(x):
    """Probability that one flight from the wall passes axial distance x
    on one chosen side."""
    r = np.sqrt(x * x + 1)
    return 1 / (2 * r * (r + x) ** 2)


def disc_to_disc(x):
    """Fraction of diffuse flux from one end disc reaching the other directly."""
    return 1 / (np.sqrt(x * x + 1) + x) ** 2


def solve_hole(s, depth, s_bottom, h=0.1):
    """Free-flight solution: depths, wall flux, bottom flux, balance error."""
    n = int(round(depth / h))
    h = depth / n
    z = (np.arange(n) + 0.5) * h
    sep = np.arange(1, n) * h
    col = np.empty(n)
    col[0] = 1 - (1 - s) * (1 - 2 * beyond(h / 2))
    col[1:] = -(1 - s) * (beyond(sep - h / 2) - beyond(sep + h / 2))
    from_mouth = solve_toeplitz(col, beyond(z))
    from_bottom = from_mouth[::-1]
    to_bottom = 4 * h * (1 - s) * beyond(depth - z)
    direct = disc_to_disc(depth)
    back = 1 - s_bottom
    bottom = (direct + to_bottom @ from_mouth) / (1 - back * to_bottom @ from_bottom)
    wall = from_mouth + back * bottom * from_bottom
    escape = direct * back * bottom + 4 * h * (1 - s) * np.sum(wall * beyond(z))
    balance = escape + s * 4 * h * np.sum(wall) + s_bottom * bottom - 1
    return z, wall, bottom, balance


def flux_at(z, wall, where):
    return np.exp(np.interp(where, z, np.log(wall)))


# --- flight statistics by quadrature over emission directions ---
# a: angle to the axis, b: azimuth from the inward normal
def weight(a, b):
    return np.sin(a) ** 2 * np.cos(b) / np.pi


def direction_average(f):
    return dblquad(lambda a, b: f(a, b) * weight(a, b),
                   -np.pi / 2, np.pi / 2, 0, np.pi)[0]


norm = direction_average(lambda a, b: 1.0)
mean_chord = direction_average(lambda a, b: np.cos(b) / np.sin(a))
mean_x2 = direction_average(lambda a, b: (np.cos(b) / np.tan(a)) ** 2)
assert abs(norm - 1) < 1e-7
assert abs(mean_chord - 1) < 1e-6
assert abs(mean_x2 - 2 / 3) < 1e-6
for x in (0.2, 1.0, 5.0):
    def inner(b):
        top = np.arctan(np.cos(b) / x)
        return np.cos(b) / np.pi * (top / 2 - np.sin(2 * top) / 4)
    assert abs(quad(inner, -np.pi / 2, np.pi / 2)[0] / beyond(x) - 1) < 1e-6
print(f"mean chord / d = {mean_chord:.5f}")
print(f"mean square axial step / d^2 = {mean_x2:.5f}")

# --- mean of 1/speed for emitted particles, speed u in sqrt(2kT/m) ---
flux_norm = quad(lambda u: u ** 3 * np.exp(-u * u), 0, np.inf)[0]
inverse_speed = quad(lambda u: u ** 2 * np.exp(-u * u), 0, np.inf)[0] / flux_norm
gas_norm = quad(lambda u: u ** 2 * np.exp(-u * u), 0, np.inf)[0]
gas_mean = quad(lambda u: u ** 3 * np.exp(-u * u), 0, np.inf)[0] / gas_norm
reduced_mean = 2 / np.sqrt(np.pi)
assert abs(gas_mean - reduced_mean) < 1e-8
assert abs(inverse_speed * reduced_mean - 1) < 1e-8

# --- lossless long tube: transmission against 4d/(3 length) from D = d v/3 ---
tube = 200.0
_, _, transmission, err = solve_hole(0.0, tube, 1.0)
assert abs(err) < 2e-3
knudsen = 4 / (3 * tube)
assert abs(transmission / knudsen - 1) < 0.03
print(f"lossless tube, length/d = {tube:.0f}: transmission = {transmission:.6f}")
print(f"  Knudsen diffusion value 4d/(3 length) = {knudsen:.6f}")

# --- decay length from the integral equation, between depths L and 3L ---
print("s, L/d from formula, L/d from free-flight equation, deviation in %")
for s in (0.1, 0.01, 0.001, 0.0001):
    L = 1 / np.sqrt(3 * s)
    z, wall, _, err = solve_hole(s, 12 * L, 1.0)
    assert abs(err) < 2e-3
    fitted = 2 * L / np.log(flux_at(z, wall, L) / flux_at(z, wall, 3 * L))
    deviation = fitted / L - 1
    print(f"  {s:.4f}  {L:.3f}  {fitted:.3f}  {100 * deviation:+.2f}")
    assert abs(deviation) < 1 / L      # neglected terms are of order d/L
assert abs(deviation) < 0.01           # smallest s

# --- far down, long free flights outlast the exponential ---
s_tail = 0.01
L = 1 / np.sqrt(3 * s_tail)
z, wall, _, _ = solve_hole(s_tail, 30 * L, 1.0)
local = 2 * L / np.log(flux_at(z, wall, 14 * L) / flux_at(z, wall, 16 * L))
assert local > 2 * L
print(f"s = {s_tail}: local decay length at depth 15 L = {local / L:.2f} L")

# --- worked example: F atoms in a high-aspect-ratio dielectric hole ---
d_nm, depth_nm, s = 100.0, 5000.0, 0.003
temperature, pressure_mtorr = 300.0, 20.0
mass = 18.998 * const.atomic_mass
speed = np.sqrt(8 * const.k * temperature / (np.pi * mass))
d = d_nm * 1e-9
D = d * speed / 3
loss_rate = s * speed / d
L_nm = d_nm / np.sqrt(3 * s)
assert abs(np.sqrt(D / loss_rate) * 1e9 / L_nm - 1) < 1e-10
print(f"hole diameter = {d_nm:.0f} nm, depth = {depth_nm:.0f} nm, s = {s}")
print(f"temperature = {temperature:.0f} K, pressure = {pressure_mtorr:.0f} mTorr")
print(f"aspect ratio = {depth_nm / d_nm:.0f}")
print(f"mean speed of F = {speed:.1f} m/s")
print(f"Knudsen diffusion coefficient = {D * 1e4:.4f} cm2/s")
print(f"mean time to wall loss = {1e9 / loss_rate:.1f} ns")
print(f"decay length L = {L_nm:.1f} nm = {L_nm / d_nm:.3f} d")
print(f"depth / L = {depth_nm / L_nm:.3f}")
print(f"exp(-depth/L) = {np.exp(-depth_nm / L_nm):.5f}")

L = L_nm / d_nm
z, wall, _, _ = solve_hole(s, 14 * L, 1.0)
ratio_exact = flux_at(z, wall, 40.0) / flux_at(z, wall, 10.0)
ratio_law = np.exp(-30.0 / L)
assert abs(ratio_exact / ratio_law - 1) < 2 / L
print(f"flux(4000 nm)/flux(1000 nm), exponential law = {ratio_law:.5f}")
print(f"flux(4000 nm)/flux(1000 nm), free-flight equation = {ratio_exact:.5f}")

# --- effect of the bottom, relative to an endless hole at the same depth ---
depth = depth_nm / d_nm
endless = flux_at(z, wall, depth)
print(f"endless hole: wall flux at 5000 nm / entering flux = {endless:.5f}")
bottom_factor = {}
for s_bottom in (0.0, 1.0):
    _, _, bottom, err = solve_hole(s, depth, s_bottom)
    assert abs(err) < 2e-3
    bottom_factor[s_bottom] = bottom / endless
    print(f"bottom loss probability {s_bottom:.0f}: bottom flux / entering flux"
          f" = {bottom:.5f}, / endless hole = {bottom / endless:.3f}")
assert abs(bottom_factor[0.0] / 2 - 1) < 2 / L
assert bottom_factor[1.0] < 0.5

# --- gas collisions ---
collision_diameter_nm = 0.4
pressure = pressure_mtorr * 1e-3 * const.torr
free_path = const.k * temperature / (
    np.sqrt(2) * np.pi * (collision_diameter_nm * 1e-9) ** 2 * pressure)
assert free_path > 1000 * d
print(f"assumed collision diameter = {collision_diameter_nm} nm")
print(f"gas mean free path = {free_path * 1e3:.2f} mm")
print(f"mean free path / hole diameter = {free_path / d:.2e}")


# --- taper: slice balance with varying diameter, non-reacting bottom ---
def density_at_bottom(d_end, cells=4000):
    h = depth / cells
    centre = (np.arange(cells) + 0.5) * h
    face = np.arange(cells + 1) * h
    width = 1 + (d_end - 1) * centre / depth
    conduct = (1 + (d_end - 1) * face / depth) ** 3 / h
    conduct[0] *= 2                    # half cell between mouth and first centre
    conduct[-1] = 0
    bands = np.zeros((3, cells))
    bands[0, 1:] = -conduct[1:-1]
    bands[1] = conduct[:-1] + conduct[1:] + 3 * s * width * h
    bands[2, :-1] = -conduct[1:-1]
    source = np.zeros(cells)
    source[0] = conduct[0]
    return solve_banded((1, 1), bands, source)[-1]


straight = density_at_bottom(1.0)
tapered = density_at_bottom(0.7)
assert abs(straight * np.cosh(depth / L) - 1) < 1e-3
assert tapered < straight
print(f"non-reacting bottom, straight hole: n(bottom)/n(mouth) = {straight:.5f}")
print(f"same, taper from 100 to 70 nm: n(bottom)/n(mouth) = {tapered:.5f}")

# --- partly specular wall: m specular hits repeat the same axial step ---
specular = 0.1
m = np.arange(200)
chance = (1 - specular) * specular ** m
D_factor = np.sum(chance * (m + 1) ** 2) / np.sum(chance * (m + 1))
assert abs(D_factor - (1 + specular) / (1 - specular)) < 1e-10
print(f"specular fraction {specular}: D factor = {D_factor:.3f},"
      f" L factor = {np.sqrt(D_factor):.3f}")
print(f"finite-s factor sqrt(1-s) on L = {np.sqrt(1 - s):.5f}")
print("all good")
```

It prints:

```
mean chord / d = 1.00000
mean square axial step / d^2 = 0.66667
lossless tube, length/d = 200: transmission = 0.006568
  Knudsen diffusion value 4d/(3 length) = 0.006667
s, L/d from formula, L/d from free-flight equation, deviation in %
  0.1000  1.826  1.838  +0.68
  0.0100  5.774  5.795  +0.38
  0.0010  18.257  18.286  +0.16
  0.0001  57.735  57.787  +0.09
s = 0.01: local decay length at depth 15 L = 4.14 L
hole diameter = 100 nm, depth = 5000 nm, s = 0.003
temperature = 300 K, pressure = 20 mTorr
aspect ratio = 50
mean speed of F = 578.2 m/s
Knudsen diffusion coefficient = 0.1927 cm2/s
mean time to wall loss = 57.6 ns
decay length L = 1054.1 nm = 10.541 d
depth / L = 4.743
exp(-depth/L) = 0.00871
flux(4000 nm)/flux(1000 nm), exponential law = 0.05807
flux(4000 nm)/flux(1000 nm), free-flight equation = 0.05933
endless hole: wall flux at 5000 nm / entering flux = 0.00828
bottom loss probability 0: bottom flux / entering flux = 0.01753, / endless hole = 2.117
bottom loss probability 1: bottom flux / entering flux = 0.00205, / endless hole = 0.247
assumed collision diameter = 0.4 nm
gas mean free path = 2.19 mm
mean free path / hole diameter = 2.19e+04
non-reacting bottom, straight hole: n(bottom)/n(mouth) = 0.01742
same, taper from 100 to 70 nm: n(bottom)/n(mouth) = 0.00945
specular fraction 0.1: D factor = 1.222, L factor = 1.106
finite-s factor sqrt(1-s) on L = 0.99850
all good
```
